\section*{Self-Energy and Low-Energy Quasiparticle Weight of a Proximitized Nanowire}

\section{The coupling and its sign}

\textbf{Q:} A semiconductor wire touches a superconductor. The simplest model adds a pairing term to the wire and keeps its $g$ factor and spin-orbit strength. Why should I accept that the contact changes one parameter and leaves the others alone?

\textbf{A:} For energies, field slopes and velocities you should accept it only when the coupling to the superconductor is weak compared with the parent gap; the relative corrections found below are of order $\Gamma/\Delta$, with $\Gamma$ the half width that tunnelling gives a wire level when the parent is normal. Two quantities turn out to escape the correction at any coupling: the field that closes the gap, when written in terms of $\Gamma$, and the spin-orbit wave vector. The contact lets a wire electron spend part of its time in the parent superconductor, where the wire's Zeeman and spin-orbit terms do not act. To find the consequences, keep the parent explicitly and then eliminate it. For wave vector $k$ along the wire, take the Nambu basis $(c_{k\uparrow},c_{k\downarrow},c^\dagger_{-k\downarrow},-c^\dagger_{-k\uparrow})$ and
\begin{equation}
H_w=\Big(\frac{\hbar^2k^2}{2m}-\mu\Big)\tau_z+\alpha k\,\sigma_y\tau_z+V\sigma_x,\qquad V=\tfrac12 g\mu_BB .
\end{equation}
Here $\tau$ acts on particle and hole, $\sigma$ on spin. Interactions in the wire are neglected. The parent is a clean $s$-wave superconductor in mean field, with fixed gap $\Delta>0$ and no Zeeman or spin-orbit term. At each $k$ it has many levels of normal-state energy $\xi$, each with
\begin{equation}
H_S=\xi\tau_z-\Delta\tau_x .
\end{equation}

\textbf{Q:} Why the minus sign in front of $\Delta$, and how does tunnelling enter?

\textbf{A:} The minus sign is a choice of phase, whose effect we can trace below. Tunnelling is $t\,(c^\dagger_{k\sigma}d_{k\sigma}+\text{h.c.})$ with $t$ real and independent of spin, $k$ and $\xi$. In the hole block the operators must be reordered: $t\,d^\dagger c=-t\,c\,d^\dagger$. The particle block therefore carries $+t$ and the hole block $-t$, so the coupling matrix is $t\tau_z$.

\section{Eliminating the parent}

\textbf{Q:} Then integrate it out, without skipping the matrix algebra.

\textbf{A:} Let $G_w$ be the wire Green function and $G_{jw}$ the function connecting the wire to parent level $j$. The block equations are
\begin{align}
(\omega-H_w)G_w-\sum_j t\tau_zG_{jw}&=1,\\
(\omega-H_{S,j})G_{jw}-t\tau_zG_w&=0 .
\end{align}
The second gives $G_{jw}=(\omega-H_{S,j})^{-1}t\tau_zG_w$. Inserting it in the first,
\begin{equation}
G_w^{-1}=\omega-H_w-\Sigma,\qquad
\Sigma=t^2\sum_j\tau_z(\omega-H_{S,j})^{-1}\tau_z .
\end{equation}
Since $\tau_z$ and $\tau_x$ anticommute, $H_S^2=\xi^2+\Delta^2$. Hence $(\omega-H_S)(\omega+H_S)=\omega^2-\xi^2-\Delta^2$ and
\begin{equation}
(\omega-H_S)^{-1}=\frac{\omega+\xi\tau_z-\Delta\tau_x}{\omega^2-\xi^2-\Delta^2}.
\end{equation}
The outer factors use $\tau_z\tau_x\tau_z=-\tau_x$ and reverse the pairing term. With $s=\sqrt{\Delta^2-\omega^2}$,
\begin{equation}
\tau_z(\omega-H_S)^{-1}\tau_z=-\frac{\omega+\xi\tau_z+\Delta\tau_x}{\xi^2+s^2}.
\end{equation}
Let $\nu$ be the constant density of parent levels per spin at fixed $k$, and replace $\sum_j$ by $\nu\int d\xi$. For a wide symmetric band the term odd in $\xi$ cancels, and $\int_{-\infty}^{\infty}d\xi/(\xi^2+s^2)=\pi/s$. Thus
\begin{equation}
\boxed{\Sigma(\omega)=-\Gamma\,\frac{\omega+\Delta\tau_x}{\sqrt{\Delta^2-\omega^2}},\qquad \Gamma=\pi\nu t^2 .}
\end{equation}

\textbf{Q:} Had you chosen $+\Delta\tau_x$ in the parent, the numerator would read $\omega-\Delta\tau_x$. Is the result ambiguous?

\textbf{A:} The sign is conventional; the relation between parent and wire is not. At $\omega=0$ the wire sees $H_w+\Sigma(0)=H_w-\Gamma\tau_x$, with the same pairing sign as the parent. With your choice both signs reverse. Conjugating wire and parent together by $\tau_z$ maps one choice to the other and leaves $H_w$ and the tunnelling unchanged, so the spectra agree.

\textbf{Q:} What does $\Gamma$ mean physically, and what if the band is not symmetric?

\textbf{A:} For $\omega>\Delta$, the retarded function has $\omega\to\omega+i0$, which gives $s=-i\sqrt{\omega^2-\Delta^2}$. For $\omega\gg\Delta$ this yields $\Sigma\to-\Gamma\omega/(-i\omega)=-i\Gamma$. So $\Gamma$ is the half width at half maximum of a wire level when the parent is normal.

For a band from $-D_1$ to $D_2$, both much larger than $\Delta$, the odd term leaves
\begin{equation}
-\frac{\Gamma}{\pi}\tau_z\int_{-D_1}^{D_2}\frac{\xi\,d\xi}{\xi^2+s^2}
=-\frac{\Gamma}{2\pi}\tau_z\ln\frac{D_2^2+s^2}{D_1^2+s^2}
\simeq-\frac{\Gamma}{\pi}\tau_z\ln\frac{D_2}{D_1}.
\end{equation}
Compared with $-\mu\tau_z$, this is a shift of $\mu$ by $(\Gamma/\pi)\ln(D_2/D_1)$. Below, $\mu$ includes it.

\section{Where one weight appears}

\textbf{Q:} The self-energy depends on frequency. How can it turn into constant factors?

\textbf{A:} By restricting the energy. For $|\omega|\ll\Delta$, use $1/s=\Delta^{-1}[1+\omega^2/(2\Delta^2)+\dots]$:
\begin{equation}
\Sigma=-\frac{\Gamma}{\Delta}\omega-\Gamma\tau_x-\frac{\Gamma\omega^2}{2\Delta^2}\tau_x+O\!\left(\frac{\Gamma\omega^3}{\Delta^3}\right).
\label{eq:expand}
\end{equation}
Keeping the first two terms,
\begin{equation}
G_w^{-1}\simeq\omega\Big(1+\frac{\Gamma}{\Delta}\Big)-(H_w-\Gamma\tau_x)
=Z^{-1}(\omega-H_{\rm eff}),
\end{equation}
\begin{equation}
\boxed{H_{\rm eff}=Z(H_w-\Gamma\tau_x),\qquad Z=\frac{\Delta}{\Delta+\Gamma}.}
\end{equation}
Reading off each coefficient gives
\begin{equation}
g\to Zg,\quad \alpha\to Z\alpha,\quad \mu\to Z\mu,\quad
\frac1m\to\frac Zm,\quad \Delta_{\rm ind}=Z\Gamma .
\end{equation}

\textbf{Q:} But the induced gap is not $Z$ times the parent gap.

\textbf{A:} Correct. The weight multiplies the bare induced pairing $\Gamma$. In terms of the parent gap, $Z\Gamma=\Gamma\Delta/(\Delta+\Gamma)=(1-Z)\Delta$. Stronger coupling raises the induced gap towards $\Delta$ while it suppresses $g$ and $\alpha$.

The spin-orbit wave vector $m\alpha/\hbar^2$ does not change, because $m\to m/Z$ and $\alpha\to Z\alpha$. The spin-orbit energy $m\alpha^2/(2\hbar^2)$ acquires one factor $Z$.

\textbf{Q:} You call $Z$ a weight. So far it is a number pulled out of a bracket.

\textbf{A:} Take a bound eigenstate of the whole system at energy $E$, with wire part $\psi$ and parent parts $\chi_j=(E-H_{S,j})^{-1}t\tau_z\psi$. Normalization requires
\begin{equation}
1=\psi^\dagger\psi+\sum_j\psi^\dagger t\tau_z(E-H_{S,j})^{-2}t\tau_z\psi
=\psi^\dagger\Big(1-\frac{\partial\Sigma}{\partial E}\Big)\psi ,
\label{eq:norm}
\end{equation}
because $\partial_E(E-H)^{-1}=-(E-H)^{-2}$. At $E=0$, Eq.~\eqref{eq:expand} gives $\partial_E\Sigma=-\Gamma/\Delta$, hence $\psi^\dagger\psi=Z$. This is the probability of finding the zero-energy quasiparticle in the wire. The remaining $1-Z$ lies in the parent.

\textbf{Q:} Then a parent with its own $g$ factor should matter.

\textbf{A:} It does. Add $V_S\sigma_x$ to $H_S$, with $|V_S|\ll\Delta$. This term commutes with the rest of $H_S$, so it replaces $\omega$ by $\omega-V_S\sigma_x$ in $\Sigma$. To first order, $H_w-\Gamma\tau_x$ gains $(\Gamma/\Delta)V_S\sigma_x$. Multiplication by $Z$ gives
\begin{equation}
V_{\rm eff}=ZV+(1-Z)V_S .
\end{equation}
The simple rule $g\to Zg$ therefore needs $(1-Z)|V_S|\ll Z|V|$, a condition that tightens as the coupling grows. For $Z=0.4$ and $g=15$, the values used below, a parent with $g$ factor $2$ would give $0.4(15)+0.6(2)=7.2$ in place of $6.0$. I return to $V_S=0$.

\section{Closing the gap}

\textbf{Q:} If $g$ is reduced, must the field that closes the gap increase by $1/Z$?

\textbf{A:} No, since the induced pairing is reduced by the same factor. At $k=0$ and zero energy we need a zero eigenvalue of
\begin{equation}
-\mu\tau_z-\Gamma\tau_x+V\sigma_x .
\end{equation}
The first two terms together have eigenvalues $\pm\sqrt{\mu^2+\Gamma^2}$ and commute with $\sigma_x$. With the Zeeman term added, two of the four eigenvalues, a particle-hole pair, vanish when
\begin{equation}
V^2=\mu^2+\Gamma^2 .
\end{equation}
This condition needs no low-energy approximation within the model, because it is posed at $\omega=0$.

\textbf{Q:} What does this closing have to do with topology?

\textbf{A:} As $V$ passes this value, one quasiparticle level at $k=0$ crosses zero and its ground-state occupation changes. The fermion parity of the $k=0$ sector therefore switches. This closing is identified with the topological transition of the wire; I have not computed an invariant or end states.

\textbf{Q:} Can I see $Z$ at the transition, if it cancels from the field?

\textbf{A:} Yes, in the slopes. Set $\mu=0$ and $V>0$. At $k=0$, the state $\sigma_x=\tau_x=+1$ has low energy $Z(V-\Gamma)$, and its particle-hole partner has the opposite energy. The positive level is $Z|V-\Gamma|$.

At $V=\Gamma$ the two zero modes have $(\sigma_x,\tau_x)=(+,+)$ and $(-,-)$. The operator $\sigma_y\tau_z$ reverses both labels, so it connects these modes with a matrix element of magnitude one. The kinetic term reverses only $\tau_x$ and so leads out of this subspace; it enters the effective Hamiltonian of the two modes only at order $k^4$. To leading order in $k$,
\begin{equation}
E=\pm Z\alpha |k| .
\end{equation}
Thus $\hbar$ times the velocity is $Z\alpha$.

\section{Where a constant weight fails}

\textbf{Q:} The zero-field gap is not at zero energy. Why trust $Z\Gamma$ there?

\textbf{A:} In general it is an approximation. At $V=0$, $\sigma_y$ is conserved and $H_w=\xi_w\tau_z$, where $\xi_w=\hbar^2k^2/2m-\mu\pm\alpha k$. With $s$ now taken at $\omega=E$, the full pole condition is
\begin{equation}
E^2\Big(1+\frac\Gamma s\Big)^2=\xi_w^2+\frac{\Gamma^2\Delta^2}{s^2}.
\end{equation}
Expanding the square and using $E^2-\Delta^2=-s^2$ gives
\begin{equation}
E^2+\frac{2\Gamma E^2}{s}-\Gamma^2=\xi_w^2 .
\end{equation}
The left side increases with $E$ for $0<E<\Delta$, so the minimum energy occurs where $\xi_w=0$, if the wire has such a point. There $E(1+\Gamma/s)=\Gamma\Delta/s$, or $Es=\Gamma(\Delta-E)$. Dividing by $\Delta-E$,
\begin{equation}
E\sqrt{\frac{\Delta+E}{\Delta-E}}=\Gamma .
\label{eq:gap}
\end{equation}
The spin-orbit strength has dropped out.

\textbf{Q:} How far is this from $Z\Gamma$?

\textbf{A:} Let $x=E/\Delta$ and $\gamma=\Gamma/\Delta$. For weak coupling,
\begin{equation}
x=\gamma\frac{1-x}{\sqrt{1-x^2}}=\gamma\Big(1-x+\frac{x^2}{2}+\dots\Big)
=\gamma-\gamma^2+\frac32\gamma^3+\dots ,
\end{equation}
where the last step inserts $x=\gamma-\gamma^2$ in the linear term and $x=\gamma$ in the quadratic one. The approximation is $\gamma/(1+\gamma)=\gamma-\gamma^2+\gamma^3+\dots$. The true gap is larger by $\Gamma^3/(2\Delta^2)$ at leading order.

For $\Gamma\gg\Delta$, Eq.~\eqref{eq:gap} gives $\Delta-E\simeq2\Delta^3/\Gamma^2$, whereas $\Delta-Z\Gamma\simeq\Delta^2/\Gamma$. Both gaps approach $\Delta$, but at different rates.

\textbf{Q:} Could I repair the rule by using an energy-dependent $Z(E)=1/(1+\Gamma/s)$?

\textbf{A:} For the position of a pole, yes: $E$ is an eigenvalue of $Z(E)[H_w-(\Gamma\Delta/s)\tau_x]$. For the wire weight or the response to a field, no. Those depend on the derivative $\partial\Sigma/\partial E$, and both $\Gamma/s$ and the pairing part of $\Sigma$ vary with energy. At $k=\mu=0$ the gap-edge state has $\tau_x=-1$, so
\begin{equation}
\Sigma_-=\Gamma\sqrt{\frac{\Delta-E}{\Delta+E}},\qquad
\frac{d\Sigma_-}{dE}=-\frac{\Gamma\Delta}{(\Delta+E)s}.
\end{equation}
The derivative follows from $d\ln\Sigma_-/dE=-\Delta/s^2$ and $\Sigma_-=\Gamma s/(\Delta+E)$. Equation~\eqref{eq:norm} then gives the edge weight
\begin{equation}
W=\Big[1+\frac{\Gamma\Delta}{(\Delta+E)s}\Big]^{-1}.
\end{equation}
In a field, $E=\pm V+\Sigma_-(E)$. Differentiating, $dE/dV=\pm1+(d\Sigma_-/dE)(dE/dV)$, so $|dE/dV|=W$ at $V=0$.

\section{Numbers}

\textbf{Q:} Choose a coupling strong enough for these differences to show.

\textbf{A:} Take round model parameters: $\Delta=0.20$~meV, $\Gamma=0.30$~meV, $g=15$, $\alpha=30$~meV\,nm and $m=0.02$ electron masses. Then
\begin{equation}
Z=\frac{0.20}{0.20+0.30}=0.40,\qquad Z\Gamma=0.12~\text{meV},
\end{equation}
while $Zg=6.0$, $Z\alpha=12$~meV\,nm and $m/Z=0.05$ electron masses. At $\mu=0$ the gap closes at
\begin{equation}
B=\frac{2\Gamma}{g\mu_B}=\frac{2(0.30)}{15(0.057884)}~\text{T}=0.691~\text{T}.
\end{equation}
For $\mu=0.40$~meV, $\sqrt{0.40^2+0.30^2}=0.50$~meV and the field is $1.152$~T.

\textbf{Q:} Is there a check that does not presuppose your self-energy?

\textbf{A:} The wire and a discretized parent were diagonalized together. At closing with $\mu=0$, the wire weight and $|dE/dV|$ are both $0.400$, and $E/k$ is $12.0$~meV\,nm. The inverse wire propagator of the same large system, evaluated around zero frequency, returns $g=6.00$, $\alpha=12.0$~meV\,nm and pairing $0.120$~meV. These tests check the elimination and expansion, not whether the model describes a given device.

At zero field and $\mu=0$ the full gap is $0.1337$~meV, so $Z\Gamma$ is $10.3\%$ too small relative to it. The same gap appears at $k=0$ and at the two outer Fermi points, $|k|=2m\alpha/\hbar^2=30/1905=0.0157$~nm$^{-1}$. At the $k=0$ edge the wire weight and field slope are $W=0.453$, compared with $Z=0.400$ and $Z(E)=0.331$. The $g$ factor of the $k=0$ edge is thus $15\times0.453=6.8$, not $6.0$. At the outer Fermi points the gap-edge states are eigenstates of $\sigma_y$, in which $\sigma_x$ has zero mean, so their energy has no shift linear in $V$.

\textbf{Q:} Between zero field and the closing, which description should I use?

\textbf{A:} Compare the positive $k=0$ level at $\mu=0$:
\begin{center}
\begin{tabular}{ccc}
$B$ (T) & full $E$ (meV) & $Z|V-\Gamma|$ (meV)\\
0.0 & 0.1337 & 0.1200\\
0.4 & 0.0539 & 0.0505\\
0.6 & 0.0162 & 0.0158\\
0.8 & 0.0184 & 0.0189\\
1.0 & 0.0490 & 0.0537
\end{tabular}
\end{center}
The constant weight works best near closing. The sign of its error follows from the next term in Eq.~\eqref{eq:expand}. For $\sigma_x=\tau_x=+1$,
\begin{equation}
\frac{E}{Z}=V-\Gamma-\frac{\Gamma E^2}{2\Delta^2}+\dots
\end{equation}
Below closing $E$ is negative and the correction increases $|E|$; above closing it decreases $E$. At $0.8$~T its size is $0.12(0.0184)^2/[2(0.20)^2]=0.0005$~meV, which accounts for most of the difference in the table.

\textbf{Q:} So I may fit a measured zero-field gap and use $Zg$ to predict the closing field?

\textbf{A:} Not at this coupling. At $\mu=0$ that would give $2(0.1337)/[6.0(0.057884)]=0.77$~T, about $11\%$ above the model's $0.691$~T. It mixes a finite-energy gap with a zero-energy $g$ factor. Use $Z\Gamma$ with $Zg$, or keep the full $\Sigma(\omega)$. The numerical output below gives the remaining comparisons.

\section*{Computed values}
\begin{verbatim}
Parent gap Delta = 0.200 meV
Coupling Gamma = 0.300 meV
Bare g factor = 15.0
Bare spin-orbit strength alpha = 30.0 meV nm
Bare mass = 0.020 electron masses
hbar^2/2m = 1905.0 meV nm^2
Bohr magneton = 0.057884 meV/T
Low-energy weight Z, formula = 0.4000
Renormalized g, formula = 6.000
Renormalized alpha, formula = 12.000 meV nm
Renormalized mass, formula = 0.0500 electron masses
Induced gap Z*Gamma, formula = 0.1200 meV
Read from full wire-plus-parent propagator:
  k = 0.010 1/nm, B = 1.0 T, mu = 0.10 meV
  Z = 0.4000
  g = 6.000
  alpha = 12.000 meV nm
  induced pairing = 0.1200 meV
Closing field, mu = 0: 0.6910 T
Closing field, mu = 0.40 meV: 1.1517 T
At closing, full diagonalization, mu = 0:
  wire weight of zero-energy state = 0.4000
  |dE/dV| = 0.4000
  E/k = 12.000 meV nm
Zero field:
  gap from pole equation = 0.13371 meV
  gap from full diagonalization, k = 0: 0.13371 meV
  other Fermi wave vector = 0.01575 1/nm
  gap from full diagonalization there = 0.13371 meV
  error of Z*Gamma = -10.3 percent
  edge weight W, formula = 0.4527
  edge wire weight, full = 0.4527
  edge |dE/dV|, full = 0.4527
  Z(E) at the gap energy = 0.3315
Weak coupling: gap excess * Delta^2/Gamma^3 = 0.4980
Band -100 to 300 meV: tau_z shift = -0.1049 meV
k = 0 level, mu = 0: B (T), V, full E, Z|V-Gamma| (meV)
  0.0  0.0000  0.1337  0.1200
  0.4  0.1737  0.0539  0.0505
  0.6  0.2605  0.0162  0.0158
  0.8  0.3473  0.0184  0.0189
  1.0  0.4341  0.0490  0.0537
\end{verbatim}
